Counting tetragonal domain states in hafnia: axes and translational variants

**Problem**

Cubic hafnia, HfO2, has the fluorite structure with space group Fm-3m. Its Hf atoms form a face-centred cubic lattice and its oxygen atoms sit at the centres of the small cubes between them. Put one Hf atom at the origin and measure coordinates in units of the cubic cell edges. The oxygen sites are then

x = 1/4 + i/2, y = 1/4 + j/2, z = 1/4 + l/2,

with integers i, j, l. In one form of the tetragonal phase, P4_2/nmc, the crystal is stretched along z, and whole columns of oxygen shift along z in a checkerboard:

u_z = d (−1)^(i+j), u_x = u_y = 0.

The Hf atoms keep their fractional coordinates.

A domain state is one complete arrangement of this kind, shift pattern and stretch together, described in the fixed frame of the cubic parent. Two arrangements that look alike after a rotation or a translation still count as different states if they differ in that frame. The number of states is a property of the two symmetries. The number of domains in a sample is another matter, since the same state can occur in many separate regions.

(a) Which parent translations keep the checkerboard, and what do the others do to it?

(b) How many domain states are there in all? Separate the choice of axis from the choice left once the axis is fixed.

(c) Label the states by mode amplitudes and sort their pairs by type. Is any state polar?

(d) Take a = 0.510 nm, c = 0.520 nm and d = 0.025 nm. Find the Hf–O distances, and the length of a translation that links two states with the same axis.

Assume at first an infinite crystal without stress or applied field, and let atomic positions mean thermal averages.

**Hints**

Hint 1. At the oxygen sites, sin(2πx) equals (−1)^i. Write the checkerboard with sines; its behaviour under rotations and mirrors can then be read from signs.

Hint 2. A face-centred lattice has translations by half a face diagonal. Find out what each does to i + j.

Hint 3. If two parent operations produce the same state from a given one, undoing the first after the second must leave the given state unchanged. Count operations in groups of this kind.

Hint 4. For the translational part, compare primitive cells. The conventional cubic cell contains four primitive cells.

**Solution**

*(a) The translations*

Every parent translation has the form

t = (p/2, r/2, s/2), with p + r + s even.

It carries the oxygen column (i, j) to (i + p, j + r). The shift now found at a given column is the one that used to be p and r steps away, so the pattern is multiplied by (−1)^(p+r). Because p + r + s is even, p + r and s are both even or both odd, and

(−1)^(p+r) = (−1)^s = cos(2π t_z), where t_z = s/2.

This is the phase factor of a wave with wave vector k = (0, 0, 1), in units of 2π/a. The pattern therefore belongs to an X point of the cubic Brillouin zone.

Modulo whole cubic cells there are four parent translations:

(0, 0, 0) and (1/2, 1/2, 0) keep the pattern;
(1/2, 0, 1/2) and (0, 1/2, 1/2) reverse it.

The reversed pattern is a different arrangement: every column that was up is now down. The stretch is unchanged, because a translation does not act on a uniform strain. Four translations thus produce two arrangements, since they act in pairs.

*(b) The counting rule*

Let G be the group of all parent operations and H the subgroup that leaves one chosen state S unchanged. Any parent operation g turns S into a state gS with the same energy. Two operations g and g' give the same state when

gS = g'S.

Apply g⁻¹ to both sides:

S = g⁻¹g'S.

So g⁻¹g' belongs to H, which means g' = gh for some h in H. Conversely, every such g' gives g'S = ghS = gS. Each state is therefore produced by one set of operations gH, called a coset, and the number of states is the number of cosets, the index |G:H|.

Both groups contain infinitely many translations. Translations by whole cubic cells keep the state, because they have even s, so they belong to both groups. Operations that differ by such a translation can be counted as one, and the index becomes a ratio of finite numbers.

For G there are 48 rotations, mirrors and other point operations of the cube, each combined with four translations:

|G| = 48 × 4 = 192.

*Which operations keep the state?*

An operation in H must keep the stretched axis as a line, though it may reverse its direction. There are 16 such point operations: z can keep or change its sign (2), x and y can be exchanged or not (2), and each of the two can change sign (4).

To see what they do to the shifts, write the pattern as

u_z = d sin(2πx) sin(2πy).

At the oxygen sites this agrees with the original form, because sin(π/2 + πi) = (−1)^i. Exchanging x and y leaves the product unchanged. Reversing x, or reversing y, changes its sign. Reversing z changes the sign of u_z itself, since the shift is a vector along z. A point operation about the Hf atom at the origin therefore multiplies the pattern by the product of its three coordinate signs.

If the product is +1, the operation keeps the state by itself or with (1/2, 1/2, 0). If it is −1, it must be combined with one of the two reversing translations. In both cases two of the four translations work, so

|H| = 16 × 2 = 32.

The same sign rule confirms the space group. The tetragonal cell has in-plane edges (1/2, 1/2, 0) and (−1/2, 1/2, 0), turned by 45° from the cubic ones.

The fourfold rotation (x, y, z) → (−y, x, z) has sign product −1. It needs a reversing translation, and both of these contain half a cell along z. It is therefore the screw axis 4_2.

The mirror z → −z also has product −1. Adding (0, 1/2, 1/2) gives (x, y + 1/2, 1/2 − z), a reflection in the plane z = 1/4 with a glide of (0, 1/2, 0). That glide is half the sum of the two tetragonal edges, which is the diagonal glide n.

The mirror (x, y) → (−y, −x) is perpendicular to a tetragonal edge. Two signs are negative, the product is +1, and it survives as a true mirror m.

The mirror x → −x has product −1. Adding (1/2, 0, 1/2) gives (1/2 − x, y, z + 1/2), a reflection with a glide of half a cell along the stretched axis, which is c.

Together with the primitive lattice these elements give P4_2/nmc.

*The two factors*

Place a group M between G and H. It contains every parent operation that keeps the stretched axis, whatever it does to the oxygen pattern. It has all 16 point operations and all four translations:

|M| = 16 × 4 = 64.

This is the symmetry I4/mmm of a fluorite crystal that has been stretched but has no oxygen shifts. A stretched face-centred lattice is body-centred tetragonal, hence the letter I.

The index now splits into two factors:

|G:H| = |G:M| × |M:H| = (192/64) × (64/32) = 3 × 2 = 6.

The factor 3 is the ratio of point operations, 48/16, and counts the axes x, y and z. The factor 2 is the ratio of translations, 4/2, and counts the two checkerboards for each axis. Applying all 192 operations to a distorted crystal and collecting the distinct results also gives six states, as the numerical output shows.

The translational factor can also be found from cell volumes. The primitive cubic cell holds one formula unit and the primitive tetragonal cell holds two. The cell has doubled, so half of the parent translations are lost and there are two variants. The conventional cubic cell, with four formula units, is unsuitable for this comparison: it would give the ratio 2/4, which is not a number of variants.

*(c) Amplitudes, pairs and polarity*

Cyclic exchange of the coordinates turns the z pattern into patterns for the other axes:

x pattern: u_x ∝ sin(2πy) sin(2πz);
y pattern: u_y ∝ sin(2πz) sin(2πx);
z pattern: u_z ∝ sin(2πx) sin(2πy).

Let Q_x, Q_y and Q_z be the amplitudes of these three modes. With q for the common magnitude, the six states are

(±q, 0, 0), (0, ±q, 0), (0, 0, ±q).

The position of the nonzero entry gives the axis and its sign gives the translational variant.

The strain does not distinguish the two signs, and the coupling between the modes shows why. Let η be the tetragonal strain along z. A reversing translation changes Q_z into −Q_z and leaves η alone. The energy must be the same before and after, so a term ηQ_z is forbidden, while ηQ_z² is allowed. Symmetry allows η to couple to Q_x² and Q_y² at the same order, through the combination Q_z² − ½(Q_x² + Q_y²). For a state with Q_x = Q_y = 0, the part of the energy that contains η is, to leading order,

F = ½Cη² + gηQ_z²,

where C > 0 is an elastic stiffness and g a coupling constant. Setting the derivative with respect to η to zero gives

Cη + gQ_z² = 0, so η = −gQ_z²/C.

For g < 0 the crystal stretches along z, by the same amount for both signs of Q_z. This expansion holds for small distortions. The equality of the two strains does not depend on it, because the translation links the two states whatever the size of the distortion.

Six states form 6 × 5/2 = 15 unordered pairs. Three pairs have the same axis and opposite signs. A boundary between two such regions is an antiphase boundary: the strain is the same on both sides and the oxygen pattern is out of step. The other pairs have different axes. There are three ways to choose two axes and 2 × 2 choices of sign, which makes 12 pairs. Regions of this kind differ in strain, and they are ferroelastic domains.

None of the six states is polar. Inversion about the Hf atom at the origin reverses three coordinates, so its sign product is −1 and it exchanges the two variants. Followed by (0, 1/2, 1/2), however, it becomes

(x, y, z) → (−x, 1/2 − y, 1/2 − z),

which keeps the state. This is an inversion about the point (0, 1/4, 1/4). A crystal with an inversion centre has no spontaneous polarization, because inversion would reverse the polarization while leaving the crystal unchanged. The two signs of Q_z are therefore not the "up" and "down" states of a ferroelectric memory.

That inversion about Hf also links the variants does not conflict with the name "translational". Several parent operations lead from one variant to the other, and a pure translation is among them. No pure translation links states with different axes.

*(d) Distances*

The eight oxygen neighbours of the Hf atom at the origin lie at (±1/4, ±1/4, ±1/4). Call the three signs σx, σy and σz. The checkerboard shifts such an atom by σxσy d, so its height is

σz c/4 + σxσy d.

The two terms have opposite signs when σxσyσz = −1, which holds for four of the eight neighbours. These move closer, and the other four move away. The horizontal distance squared is 2(a/4)² = a²/8, so

r_short = √[a²/8 + (c/4 − d)²] = √(0.03251 + 0.105²) nm = 0.209 nm,

r_long = √[a²/8 + (c/4 + d)²] = √(0.03251 + 0.155²) nm = 0.238 nm.

The four short bonds point to the corners of a tetrahedron flattened along z, and the four long ones to the corners of a tetrahedron elongated along z; neither is regular. Computing the eight distances around every Hf atom in all six states gives this same list each time, as symmetry requires.

A translation linking the two variants of the z axis is (1/2, 0, 1/2), with length

√[(a/2)² + (c/2)²] = √(0.255² + 0.260²) nm = 0.364 nm.

Two regions of the same axis whose patterns are out of step by this vector cannot join without a boundary.

**Variation 1: the stretch without the oxygen shifts**

*Suppose the cubic crystal is stretched along one cube axis while every oxygen atom stays at the centre of its small cube. How many states are there?*

The state is now kept by all of M, because no pattern is left for a translation to reverse. The number of states is

|G:M| = 192/64 = 3.

The direct count with the shifts removed also gives three. The factor 2 in the main problem therefore comes from the oxygen pattern.

The opposite limit is different. If the stretch is made to vanish while the shifts are kept, there are still six states, since the direction of the shifts marks the axis by itself. The amplitudes (±q, 0, 0) and their partners remain distinct without any reference to strain. If shifts and stretch both vanish, the crystal is cubic again and there is one state.

**Variation 2: a grain in a stressed film**

*A cube-shaped grain with an edge of 10 nm has its z axis along the film normal. The film is under an equal tension σ = 1 GPa along x and y. Which of the six states are now lowest in energy, and by how much? What does an electric field along z do?*

The volume per formula unit is

V = a²c/4 = 0.0338 nm³,

so the grain contains about 29,600 formula units. Measure strains from a cubic cell of equal volume, with edge a₀ = (a²c)^(1/3) = 0.513 nm. The strain is ε_c = c/a₀ − 1 along the stretched axis and ε_a = a/a₀ − 1 across it. At fixed stress, the energy per formula unit includes −σ(ε_xx + ε_yy)V. The elastic response to the stress adds a term of order σ²V divided by an elastic modulus, which is neglected here. For a modulus of a few hundred GPa it is a few tenths of a meV per formula unit and differs between the orientations. That difference is small against the linear term below, but it can be as large as the field term found later. For the two kinds of orientation the linear term is

axis along z: −2σε_a V;
axis along x or y: −σ(ε_a + ε_c)V.

Subtracting the second from the first gives

ΔE = σ(ε_c − ε_a)V = σV(c − a)/a₀.

With (c − a)/a₀ = 0.0195 this is 4.1 meV per formula unit. It is positive, so tension favours the axes in the plane: four states are lowest and two lie higher. For compression σ is negative and the order is reversed, leaving two lowest states with their axis along the normal.

For the whole grain the difference is about 122 eV, while kT at 300 K is 0.026 eV. If the grain could reach equilibrium as a single domain, the unfavoured axes would be practically absent. This assumes that the stress stays at 1 GPa while the grain changes its shape by about 2 %. A grain held by a substrate or by its neighbours is closer to fixed strain, and a misfit of 2 % then builds up stresses of several GPa, so the estimate does not carry over to a clamped grain. The number also says nothing about the barrier between the states, and hence nothing about how fast a grain would change its axis.

For the field, assume that the relative permittivity along the stretched axis exceeds that across it by Δε = 10. In a linear dielectric held at fixed field E along z, the states with their axis along z are then shifted relative to the others by

−½ε₀ΔεE²V.

At 1 MV/cm, which is 10⁸ V/m, this amounts to 0.093 meV per formula unit, or 2.8 eV for the grain. It is about 44 times smaller than the effect of the stress, but still about a hundred times kT. With the opposite sign of Δε the field would favour the other axes.

Neither influence separates the two variants of one axis. A uniform stress and a uniform field are both unchanged by a translation, and the translation carries one variant into the other, so in an infinite crystal their energies stay equal. Under the stress and field chosen here, the six states fall into groups of two and four. Other uniform stresses or fields can group the axes differently, but they never separate a variant from its partner.

A finite grain has surfaces, and a surface is not carried into itself by every parent translation. An ideal flat face normal to z still leaves the variants equal. The mirror x → −x about an Hf atom keeps such a face, the stress and the field, and it exchanges the two variants of the z axis. For the x and y axes the translation (1/2, 1/2, 0) does the same. This argument treats the face as unbounded in x and y. A surface with steps or an irregular outline can lack all operations of this kind, and so can a regular box with flat side faces. If the box holds an odd number of oxygen columns along both x and y, one column is left uncompensated, the two variants of the z axis carry opposite dipoles, and the field splits them linearly. A 10 nm edge holds about 39 columns, each about 38 atoms long; with the formal charge −2e the splitting at 1 MV/cm is 2 × 2e × 0.025 nm × 0.1 V/nm × 38 = 0.38 eV for the grain, before any screening by surface charge. For scale, half a cell at the top and half a cell at the bottom make up 0.52/10 = 5.2 % of this grain when its stretched axis lies along z. That is a share of the volume, not an estimate of an energy difference.

**How this compares with real hafnia**

The cell edges and the oxygen shift are rough typical values for tetragonal hafnia, and 1 GPa and 1 MV/cm are rough magnitudes for thin-film capacitors. The permittivity anisotropy is an assumed round number; neither its size nor its sign is taken from real hafnia. Bulk hafnia is monoclinic at room temperature and becomes tetragonal at high temperature; in thin or doped films the tetragonal phase can persist to room temperature. The switchable polarization of hafnia memory capacitors is attributed to a polar orthorhombic phase, which has lower symmetry and needs a count of its own. Films are also polycrystalline, so the six states refer to the parent frame of each grain separately. If a grain forms without ever having been cubic, the parent serves as a reference structure, and the count gives the possible states without saying which of them will appear.

In the example the stress separates the axes more strongly than the field does. This ranking rests on the chosen values: the field term grows as ΔεE², so at 3 MV/cm with an anisotropy of 30 it would reach 2.5 meV per formula unit, comparable to the stress term. As long as all six states remain stable, the equal in-plane stress leaves their number unchanged, but it reduces the number of lowest-energy states to four under tension or two under compression.

Thermal motion matters for the meaning of the pattern. Treat an oxygen atom as a harmonic oscillator of mass m and assumed quantum ħω = 30 meV. Half of its mean energy is potential energy:

½mω²⟨u²⟩ = ½ħω(n + ½), so ⟨u²⟩ = ħ(n + ½)/(mω),

where n is the mean number of quanta at the given temperature. The root-mean-square displacement along one axis is 0.009 nm at 300 K and 0.022 nm at 2000 K. The first is about a third of the shift d = 0.025 nm; the second is nearly as large as d. At high temperature a snapshot of a single oxygen atom would therefore be a poor guide to the state, and a harmonic oscillator is itself a rough model there. The count still applies as long as the average positions keep the checkerboard. When that average vanishes together with the stretch, the mean structure is cubic and the six states have merged into one.

Calculated quantities

```
parent operations per cubic cell, |G|: 192
operations keeping the axis, |M|: 64
operations keeping one state, |H|: 32
point operations, parent and tetragonal: 48 16
translations per cubic cell, parent and tetragonal: 4 2
axis factor |G:M|: 3
translational factor |M:H|: 2
distinct domain states found: 6
translation (cubic edges) (0.0, 0.0, 0.0) pattern sign 1
translation (cubic edges) (0.0, 0.5, 0.5) pattern sign -1
translation (cubic edges) (0.5, 0.0, 0.5) pattern sign -1
translation (cubic edges) (0.5, 0.5, 0.0) pattern sign 1
state 1 mode amplitudes / q: (0, 0, -1)
state 2 mode amplitudes / q: (0, 0, 1)
state 3 mode amplitudes / q: (0, -1, 0)
state 4 mode amplitudes / q: (0, 1, 0)
state 5 mode amplitudes / q: (-1, 0, 0)
state 6 mode amplitudes / q: (1, 0, 0)
antiphase pairs: 3  different-axis pairs: 12
an inversion centre of the z state (cubic edges): (0.0, 0.25, 0.25)
states with strain but no oxygen shifts: 3
input a, c, oxygen shift d: 0.510, 0.520, 0.025 nm
c/a: 1.0196
four short Hf-O distances: 0.2087 nm
four long Hf-O distances: 0.2378 nm
antiphase vector length: 0.364 nm
volume per formula unit: 0.03381 nm^3
grain edge: 10.0 nm, formula units: 29574
input biaxial stress: 1.0 GPa
stress splitting of axes: 4.11 meV per formula unit
stress splitting, whole grain: 122 eV
input field: 1.0 MV/cm, permittivity anisotropy: 10
field splitting of axes: 0.093 meV per formula unit
field splitting, whole grain: 2.76 eV
thermal energy kT at 300 K: 0.0259 eV
share of grain in two surface layers: 5.2 %
assumed oxygen oscillator energy: 30 meV
oxygen rms thermal shift along one axis at 300 K: 0.0091 nm
oxygen rms thermal shift along one axis at 2000 K: 0.0224 nm
```
